\section*{Tunnel magnetoresistance of two identical electrodes in Julliere's model}

\section{Problem}

A magnetic tunnel junction consists of two ferromagnetic metal electrodes separated by a thin insulating barrier. The magnetisation of one electrode can be reversed, so the two magnetisations are either parallel (P) or antiparallel (AP). The electrodes are identical, and each has spin polarisation $P=0.5$, defined by
\begin{equation}
P=\frac{N_{\rm maj}-N_{\rm min}}{N_{\rm maj}+N_{\rm min}} .
\label{eq:pol}
\end{equation}
Here $N_{\rm maj}$ and $N_{\rm min}$ are the densities of states at the Fermi level, for majority and minority spin, that take part in tunnelling. The parallel resistance is $R_{\rm P}=1000$~ohm and the bias is $0.01$~V.

\begin{enumerate}
\item Derive the magnetoresistance ratio relative to the parallel state,
\begin{equation}
\mathrm{TMR}=\frac{R_{\rm AP}-R_{\rm P}}{R_{\rm P}},
\label{eq:def}
\end{equation}
for electrodes of polarisations $P_1$ and $P_2$.
\item Evaluate it for the given junction, and find $R_{\rm AP}$ and the current in each state.
\item What ratio results if the same resistance change is divided by $R_{\rm AP}$ instead?
\item How strongly does the answer depend on $P$, and which neglected effects could change it noticeably?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Assume that an electron keeps its spin while tunnelling. The two spin directions then conduct side by side, and their conductances add.
\item In weak tunnelling, the conductance of one spin channel is proportional to the density of states it leaves times the density of states it enters.
\item Spin up and spin down refer to a fixed direction in space. Majority and minority refer to the magnetisation of one electrode. Reversing a magnetisation exchanges the second pair of labels in that electrode.
\item Write the ratio in terms of conductances before inserting numbers, and keep track of which resistance is in the denominator.
\end{enumerate}

\section{Solution}

\subsection{Conductance of one spin channel}

In atomic units $\hbar=e=m_e=1$. Let $M$ be the matrix element that couples a state on the left to a state on the right. To lowest order in $M$, the golden rule gives the transition rate $2\pi|M|^2$ times the density of final states. Summing over initial states and subtracting the reverse flow gives the magnitude of the current carried by spin $s$,
\begin{equation}
I_s=2\pi|M|^2\int N_{L,s}(E)\,N_{R,s}(E)\,\bigl[f(E-V)-f(E)\bigr]\,dE ,
\end{equation}
where $f$ is the Fermi function and $V$ the bias. At low bias and temperature the densities of states and $|M|^2$ hardly vary over the energies where the bracket differs from zero, so they can be taken at the Fermi level. The integral of the bracket equals $V$, because it is the area between two identical steps displaced by $V$. Dividing by $V$ gives
\begin{equation}
G_s=2\pi|M|^2N_{L,s}N_{R,s}.
\label{eq:golden}
\end{equation}

Julliere's model adds one assumption: $|M|^2$ is the same for both spins and both magnetic alignments. It is then a common factor and cancels in the ratio.

\subsection{The two alignments}

Let $N_i=N_{{\rm maj},i}+N_{{\rm min},i}$ be the total for electrode $i$. Equation~(\ref{eq:pol}) says that the difference of the two densities is $P_iN_i$. Adding and subtracting sum and difference gives
\begin{equation}
N_{{\rm maj},i}=\frac{1+P_i}{2}N_i,\qquad
N_{{\rm min},i}=\frac{1-P_i}{2}N_i .
\label{eq:fractions}
\end{equation}

With parallel magnetisations, majority states face majority states and minority states face minority states. Writing $C=2\pi|M|^2N_1N_2$,
\begin{align}
G_{\rm P}&=\frac{C}{4}\bigl[(1+P_1)(1+P_2)+(1-P_1)(1-P_2)\bigr]\nonumber\\
&=\frac{C}{4}\bigl[2+2P_1P_2\bigr]=\frac{C}{2}(1+P_1P_2).
\end{align}
The terms linear in $P_1$ and $P_2$ cancel between the two products.

With antiparallel magnetisations, an electron that belongs to the majority on one side belongs to the minority on the other:
\begin{align}
G_{\rm AP}&=\frac{C}{4}\bigl[(1+P_1)(1-P_2)+(1-P_1)(1+P_2)\bigr]\nonumber\\
&=\frac{C}{4}\bigl[2-2P_1P_2\bigr]=\frac{C}{2}(1-P_1P_2).
\end{align}

Since $R=1/G$, definition~(\ref{eq:def}) becomes
\begin{equation}
\mathrm{TMR}=\frac{G_{\rm P}}{G_{\rm AP}}-1
=\frac{1+P_1P_2}{1-P_1P_2}-1
=\frac{2P_1P_2}{1-P_1P_2}.
\label{eq:julliere}
\end{equation}

If either electrode is unpolarised, the ratio vanishes, because reversing a magnetisation then changes nothing. For identical electrodes with small $P$ it is approximately $2P^2$. As $P\to1$ it diverges: no minority states remain, so the antiparallel junction has no spin-conserving path. In a real junction, leakage or spin-flip tunnelling would then limit the ratio.

\subsection{Numbers for the junction}

For $P_1=P_2=0.5$ the fractions in equation~(\ref{eq:fractions}) are $0.75$ and $0.25$. In units of $C$,
\begin{align}
G_{\rm P}&=0.75^2+0.25^2=0.625,\\
G_{\rm AP}&=2\times0.75\times0.25=0.375,\\
\mathrm{TMR}&=\frac{0.625}{0.375}-1=\frac{2}{3}\approx 67\ \text{percent}.
\end{align}
The antiparallel resistance is $1000\times0.625/0.375=1667$~ohm. At $0.01$~V the current is $10$~microampere in the parallel state and $6$~microampere in the antiparallel state.

Dividing the same change by $R_{\rm AP}$ gives
\begin{equation}
\frac{R_{\rm AP}-R_{\rm P}}{R_{\rm AP}}=1-\frac{G_{\rm AP}}{G_{\rm P}}
=1-\frac{0.375}{0.625}=40\ \text{percent}.
\end{equation}
The resistance rises by 67 percent on going from parallel to antiparallel, while the current falls by 40 percent. Both numbers describe the same junction, so a quoted ratio needs its denominator.

\subsection{Sensitivity to the polarisation}

For identical electrodes, the quotient rule gives
\begin{equation}
\frac{d\,\mathrm{TMR}}{dP}
=\frac{4P(1-P^2)+2P^2\cdot2P}{(1-P^2)^2}
=\frac{4P}{(1-P^2)^2}.
\end{equation}
At $P=0.5$ this is $2/0.5625=3.56$. An error of $0.01$ in $P$ therefore shifts the ratio by about $3.6$ percentage points, and fixing the ratio to one percentage point requires $P$ to within about $0.003$.

The relation can also be inverted. From $\mathrm{TMR}\,(1-P^2)=2P^2$ follows $P^2(2+\mathrm{TMR})=\mathrm{TMR}$, so
\begin{equation}
|P|=\sqrt{\frac{\mathrm{TMR}}{2+\mathrm{TMR}}}.
\end{equation}
A polarisation found in this way inherits every assumption of the model.

\subsection{Neglected effects}

Each estimate below changes one thing and holds the rest of the junction fixed. The coefficients are rough or simply chosen, so the results show sizes and are not predictions for a particular device.

\emph{Temperature.} Thermal spin waves reduce the magnetisation. If the polarisation follows the Bloch law, $P(T)=P(0)(1-\alpha T^{3/2})$, and $\alpha$ is roughly $2\times10^{-5}$~K$^{-3/2}$, then at $300$~K the value $0.5$ falls to $0.448$ and the ratio to about 50 percent. This correction applies if $0.5$ is the low-temperature value. If $0.5$ was measured at $300$~K, the loss is already included.

Temperature also spreads the energies of the tunnelling electrons. For a barrier $1.1$~nm thick and $2$~eV high, with a barrier mass of $0.4$ electron masses, averaging the exponential barrier factor over the thermal window raises the conductance by $0.8$ percent. In this estimate the factor is the same for both spins, so it cancels in the ratio.

\emph{Bias.} Suppose the ratio falls linearly with bias and reaches half its value at roughly $0.4$~V. At $0.01$~V it is multiplied by $1-0.01/0.8$, which gives $65.8$ percent. The field in the barrier is $0.09$~MV/cm, about one percent of a rough breakdown field of $10$~MV/cm.

\emph{Spin flips.} Let 5 percent of the squared coupling, summed over final spins, belong to tunnelling that reverses the spin. A flipped electron enters the density of states of the opposite spin, so each alignment keeps 95 percent of its own conductance and acquires 5 percent of the other's:
\begin{equation}
\mathrm{TMR}=\frac{0.95\times0.625+0.05\times0.375}{0.95\times0.375+0.05\times0.625}-1
=58\ \text{percent}.
\end{equation}

\emph{Leakage and leads.} A spin-independent leakage path with 5 percent of the parallel conductance adds $0.03125$ to both conductances and gives $0.65625/0.40625-1=61.5$ percent. Leads of $50$~ohm in series give $(1667+50)/(1000+50)-1=63.5$ percent.

Among these estimates temperature has the largest effect, a loss of about 16 percentage points. This ranking follows from the chosen $\alpha$, which depends on the electrode and its interface: for $\alpha=6\times10^{-6}$~K$^{-3/2}$ the loss is about 5 points, and below about $1\times10^{-5}$~K$^{-3/2}$ the spin-flip estimate, a loss of about 9 points, is the larger.

\subsection{Comparison with real junctions}

The barrier parameters and the polarisation lie in the rough range of junctions with cobalt-iron electrodes and an amorphous alumina barrier. Such junctions show ratios of several tens of percent, the range in which the model result lies. The resistance of $1000$~ohm is a round value; in a device it depends on the junction area and, very steeply, on the barrier thickness. Junctions with crystalline magnesium oxide barriers can exceed 100 percent. There the transmission depends strongly on the symmetry of the electron state, and the available symmetries differ between the spins. This breaks the assumption of a common $|M|^2$. Variation~B treats a different failure of the same assumption, in a simple model where, for the chosen barrier and normal incidence, it lowers the ratio.

\section{Variation A: a junction that is not weakly coupled}

\emph{Question.} Replace each electrode by a semi-infinite chain of sites with nearest-neighbour hopping $\tau$, and join the chains by a link $t$ that is the same for both spins. Let $\tau=1$~eV for majority and $3$~eV for minority spin, with the Fermi level at the band centre. What is the TMR for $t=0.5$~eV?

\emph{Solution.} Standing waves on a half-chain have amplitude $\sqrt{2/\pi}\,\sin k$ on the end site, for $0<k<\pi$, and energy $E=-2\tau\cos k$. The density of states on that site is
\begin{equation}
\rho=\frac{(2/\pi)\sin^2k}{dE/dk}=\frac{(2/\pi)\sin^2k}{2\tau\sin k}=\frac{\sin k}{\pi\tau},
\end{equation}
which is $1/(\pi\tau)$ at the band centre, where $k=\pi/2$. The polarisation is therefore $(1-\tfrac13)/(1+\tfrac13)=0.5$, as before. Both bands are half filled, so these chains carry no magnetic moment: here majority and minority only name the spins with the larger and the smaller density of states, and the model describes spin-dependent coupling strength, not a real ferromagnet.

Now let a wave arrive from the left, with reflected amplitude $r$ and amplitude $s$ on the first site of the right chain. At $E=0$ the Schr\"odinger equation on the two sites next to the link reads
\begin{align}
\tau_L(-i+ir)+ts&=0,\\
i\tau_R s+t(1+r)&=0.
\end{align}
The second equation gives $s=it(1+r)/\tau_R$. Inserting this in the first and dividing by $i\tau_L$ gives
\begin{equation}
(r-1)+x(1+r)=0,\qquad x=\frac{t^2}{\tau_L\tau_R},
\end{equation}
so that $r=(1-x)/(1+x)$, and the transmission is
\begin{equation}
T=1-r^2=\frac{4x}{(1+x)^2}.
\end{equation}
For $x\ll1$ this is $4x=4\pi^2t^2\rho_L\rho_R$. Since a channel of transmission $T$ has conductance $T/(2\pi)$ in atomic units, this is the golden-rule result~(\ref{eq:golden}) with $M=t$. Solving the scattering equations numerically for $t=0.01$~eV gives a TMR of $66.65$ percent, in agreement with Julliere's formula.

For $t=0.5$~eV the majority and minority channels of the parallel state have $x=0.25$ and $0.0278$, and both antiparallel channels have $x=0.0833$. Hence
\begin{equation}
\mathrm{TMR}=\frac{0.640+0.105}{2\times0.284}-1\approx31\ \text{percent}.
\end{equation}
The best-conducting channel loses most: the golden rule would give it $T=4x=1$, whereas its true transmission is $0.64$. This channel exists in the parallel state alone, so the contrast shrinks although the polarisation is still $0.5$.

\section{Variation B: a barrier that favours one spin}

\emph{Question.} Suppose $0.5$ is the polarisation of the \emph{bulk} density of states in a free-electron model. The Fermi level lies $4.5$~eV above the bottom of the majority band and $0.5$~eV above that of the minority band. The barrier is rectangular, with the parameters used above. What is the TMR for electrons at normal incidence?

\emph{Solution.} The bulk density of states in three dimensions is proportional to the wave number $k\propto\sqrt{E}$. The wave numbers are in the ratio $3:1$, so the bulk polarisation is $(3-1)/(3+1)=0.5$.

Inside the barrier the wave decays as $e^{-\kappa z}$, with $\kappa^2=2m_b\phi$ in atomic units, where $\phi=2$~eV is the barrier height above the Fermi level. Continuity applies to the wave function and to its derivative divided by the mass, so the barrier enters the matching through $q=\kappa/m_b$, with $m_b$ the barrier mass. At the entrance, a wave of unit amplitude produces a decaying wave of amplitude $A$:
\begin{equation}
1+r=A,\quad ik_L(1-r)=-qA
\quad\Rightarrow\quad |A|^2=\frac{4k_L^2}{k_L^2+q^2}.
\end{equation}
The wave reflected back from the far side is neglected here, which is justified because $\kappa d=4.58\times1.1\approx5$ makes $e^{-2\kappa d}$ very small. At the exit, the arriving amplitude $B=Ae^{-\kappa d}$ and a reflected amplitude $D$ match a transmitted amplitude $s$:
\begin{equation}
B+D=s,\quad q(D-B)=ik_Rs
\quad\Rightarrow\quad |s|^2=\frac{4q^2|B|^2}{k_R^2+q^2}.
\end{equation}
Multiplying by the velocity ratio $k_R/k_L$ gives
\begin{equation}
T=16\,w_Lw_R\,e^{-2\kappa d},\qquad w=\frac{kq}{k^2+q^2}.
\end{equation}
The transmission is again a product of one factor per electrode. The derivation of equation~(\ref{eq:julliere}) therefore carries over with $w$ in place of $N$. The relevant polarisation is
\begin{equation}
P_t=\frac{w_{\rm maj}-w_{\rm min}}{w_{\rm maj}+w_{\rm min}}
=\frac{k_{\rm maj}-k_{\rm min}}{k_{\rm maj}+k_{\rm min}}\;
\frac{q^2-k_{\rm maj}k_{\rm min}}{q^2+k_{\rm maj}k_{\rm min}} .
\end{equation}
In atomic units $k_{\rm maj}k_{\rm min}=2\sqrt{4.5\times0.5}=2\times1.5$ and $q^2=2\times2/0.4=2\times5$, with energies left in eV because the unit cancels in the fraction. Thus
\begin{equation}
P_t=0.5\times\frac{5-1.5}{5+1.5}=0.269,\qquad
\mathrm{TMR}=\frac{2P_t^2}{1-P_t^2}\approx16\ \text{percent}.
\end{equation}
Matching the waves numerically, with the neglected reflection included, gives the same $15.6$ percent as the formula.

The bulk polarisation $0.5$ fixes only the ratio $9:1$ of the two Fermi energies. The splitting of $4$~eV is a further choice, larger than the exchange splitting of real cobalt-iron, so the 16 percent does not describe that material; energies of $2.25$ and $0.25$~eV have the same bulk polarisation and give 32 percent. The result also leaves out electrons at oblique incidence, for which $P_t$ is different. Summing the transmission over a conserved transverse wave vector gives about 40 percent for $4.5$ and $0.5$~eV and about 98 percent for $2.25$ and $0.25$~eV, and the summed conductances are no longer exactly a product of one factor per electrode. The variation does show that the bulk polarisation does not fix the ratio: the polarisation in Julliere's formula must be that of the tunnelling electrons. With $P=0.5$ understood in this sense, and under the stated assumptions, the answer to the original problem is 67 percent. The main values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
polarisation of each electrode: 0.50
majority, minority fractions: 0.75, 0.25
parallel conductance (common units): 0.625
antiparallel conductance (common units): 0.375
TMR relative to parallel resistance: 66.67 percent
ratio relative to antiparallel resistance: 40.00 percent
slope dTMR/dP: 3.556
TMR change for 0.01 in P: 3.56 percentage points
parallel resistance: 1000 ohm
antiparallel resistance: 1667 ohm
bias: 0.01 V
parallel current: 10.00 microampere
antiparallel current: 6.00 microampere
-- chain test
hoppings majority, minority: 1.0, 3.0 eV
surface polarisation: 0.500
TMR, link 0.01 eV: 66.65 percent
TMR, link 0.50 eV: 31.2 percent
-- rectangular barrier test
thickness: 1.1 nm; height: 2.0 eV
barrier mass: 0.4 electron masses
Fermi energies maj, min: 4.5, 0.5 eV
decay constant kappa: 4.58 per nm
bulk density-of-states polarisation: 0.500
tunnelling polarisation: 0.269
TMR by wave matching: 15.6 percent
TMR by formula, tunnelling P: 15.6 percent
-- neglected effects, one at a time
temperature: 300 K; Bloch coefficient: 2e-05 K^-1.5
polarisation at temperature: 0.448
TMR at temperature: 50.2 percent
thermal smearing raises conductance by: 0.77 percent
half-value bias: 0.4 V; TMR at bias: 65.8 percent
spin-flip fraction: 0.05; TMR: 58.1 percent
leakage fraction: 0.05; TMR: 61.5 percent
series resistance: 50 ohm; TMR: 63.5 percent
barrier field: 0.091 MV/cm; rough breakdown: 10 MV/cm
\end{verbatim}
